\section*{Sidewall capacitance of tapered interconnect lines from a wedge model}

\section{Which gap goes into the estimate?}

A hand estimate of the coupling between two neighbouring metal lines starts from the parallel-plate formula, permittivity times height over gap. Etched trenches taper, so the gap has no single value. In the example below it is 20 nm at the top of the lines and 27 nm at the bottom. Putting in the top gap gives 59.8 aF/$\mu$m; putting in the mean gap gives 50.9 aF/$\mu$m. One has to decide which number to use, and whether the taper deserves a better treatment at all. Both questions are settled by the capacitance of two tilted walls, provided that it is also known what this capacitance leaves out.

Throughout, the lines are long and straight, so all quantities are per unit length and the problem is two-dimensional. The metal is a perfect conductor. The dielectric between the walls is uniform, isotropic and linear, with permittivity $\varepsilon$.

\section{Start: parallel walls}

Let two vertical walls of height $h$ stand a distance $s$ apart, at potentials $0$ and $V$, and let no flux leave through the top or bottom of the gap. The potential $\Phi=Vx/s$ satisfies Laplace's equation and has no vertical derivative, so it meets every condition. The field strength is $V/s$, the charge per area is $\varepsilon V/s$, and the charge per length is $\varepsilon Vh/s$. Hence
\begin{equation}
C_\parallel=\frac{\varepsilon h}{s}.
\label{eq:par}
\end{equation}

The first generalization is to let the gap vary with height and to add thin horizontal slices in parallel. Let the gap grow linearly from $s_t$ at one end to $s_b>s_t$ at the other. If the walls are tilted symmetrically and enclose the angle $\alpha$, each leans by $\alpha/2$ from the vertical, so
\begin{equation}
\tan\frac{\alpha}{2}=\frac{s_b-s_t}{2h}.
\label{eq:tan}
\end{equation}
With $z$ measured from the narrow end, $s(z)=s_t+2z\tan(\alpha/2)$ and $ds=2\tan(\alpha/2)\,dz$. The slices give
\begin{equation}
C_{\rm slice}=\varepsilon\int_0^h\frac{dz}{s(z)}
=\frac{\varepsilon}{2\tan(\alpha/2)}\int_{s_t}^{s_b}\frac{ds}{s}
=\frac{\varepsilon}{2\tan(\alpha/2)}\ln\frac{s_b}{s_t}.
\label{eq:slice}
\end{equation}
A logarithm has appeared, but the result is still an approximation. The assumed field lines are horizontal, whereas a field line must meet a conductor at a right angle, and these walls are not vertical.

\section{Tilted walls}

Circular arcs about the line where the two wall planes would intersect meet both walls at right angles, as field lines must. This suggests polar coordinates $(r,\phi)$ centred on that virtual line. The walls are at $\phi=0$ and $\phi=\alpha$, with $0<\alpha<\pi$ in radians, and both extend from $r_1$ to $r_2$. Neglecting end fringing now has a precise meaning: no flux crosses the arcs $r=r_1$ and $r=r_2$. The conditions are
\begin{equation}
\Phi(r,0)=0,\qquad \Phi(r,\alpha)=V,\qquad
\left.\frac{\partial\Phi}{\partial r}\right|_{r_1}=
\left.\frac{\partial\Phi}{\partial r}\right|_{r_2}=0 .
\end{equation}

Try a potential that depends on $\phi$ alone. Its radial derivative vanishes everywhere, and Laplace's equation reduces to
\begin{equation}
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial\Phi}{\partial r}\right)
+\frac1{r^2}\frac{\partial^2\Phi}{\partial\phi^2}
=\frac{1}{r^2}\frac{d^2\Phi}{d\phi^2}=0 .
\end{equation}
So $\Phi$ is linear in $\phi$, and the wall values fix it:
\begin{equation}
\Phi=\frac{V\phi}{\alpha}.
\label{eq:phi}
\end{equation}

There is no other solution. Let $u$ be the difference of two solutions. It obeys Laplace's equation, vanishes on the walls and has zero normal derivative on the arcs. Green's identity over the sector gives
\begin{equation}
\int|\nabla u|^2\,dA=\oint u\,\frac{\partial u}{\partial n}\,dl-\int u\,\nabla^2u\,dA=0 .
\end{equation}
The boundary term vanishes because at each boundary point one of its two factors is zero. Hence $u$ is constant, and since it is zero on the walls it is zero throughout.

The field follows from $\mathbf E=-\nabla\Phi$:
\begin{equation}
\mathbf E=-\frac1r\frac{\partial\Phi}{\partial\phi}\,\hat{\boldsymbol\phi}
=-\frac{V}{\alpha r}\,\hat{\boldsymbol\phi}.
\label{eq:field}
\end{equation}
The arc between the walls at radius $r$ has length $\alpha r$, so the field strength is voltage over arc length. The arc plays the part of the local gap.

At the wall $\phi=\alpha$ the normal pointing from the metal into the dielectric is $-\hat{\boldsymbol\phi}$. The surface charge there is $\sigma=\varepsilon\mathbf E\cdot(-\hat{\boldsymbol\phi})=+\varepsilon V/(\alpha r)$, positive on the wall at higher potential, as it should be for $V>0$. The other wall has the opposite normal and the opposite charge. Integrating along the positive wall,
\begin{equation}
Q=\int_{r_1}^{r_2}\frac{\varepsilon V}{\alpha r}\,dr
=\frac{\varepsilon V}{\alpha}\ln\frac{r_2}{r_1},
\end{equation}
and dividing by $V$,
\begin{equation}
\boxed{\,C=\frac{\varepsilon}{\alpha}\ln\frac{r_2}{r_1}\,}
\label{eq:main}
\end{equation}
The stored energy provides a second route, with area element $r\,dr\,d\phi$:
\begin{equation}
W=\frac{\varepsilon}{2}\int_0^\alpha\!\int_{r_1}^{r_2}\frac{V^2}{\alpha^2r^2}\,r\,dr\,d\phi
=\frac{\varepsilon V^2}{2\alpha}\ln\frac{r_2}{r_1}=\frac12CV^2 .
\end{equation}

\paragraph{A strongly tilted case.} For $\alpha=\pi/3$ and $r_2/r_1=3$, equation (\ref{eq:main}) gives $C/\varepsilon=\ln3/(\pi/3)=1.0491$. A finite-element solution of the same closed sector, set up in Cartesian coordinates without use of (\ref{eq:phi}), gives 1.0492.

\paragraph{The limit of touching walls.} If $r_1\to0$ at fixed $\alpha$ and $r_2$, the capacitance grows without bound, but only logarithmically: each halving of $r_1$ adds $(\varepsilon/\alpha)\ln2$. The field at the narrow end, $V/(\alpha r_1)$, grows much faster. At fixed voltage the assumption of a linear dielectric must therefore fail before the limit is reached.

\section{From radii to measured gaps}

The virtual line cannot be seen in a cross-section, but the gaps can. At distance $r$ along each wall, the straight gap is the base of an isosceles triangle with sides $r$ and apex angle $\alpha$, so
\begin{equation}
s=2r\sin\frac{\alpha}{2}.
\label{eq:chord}
\end{equation}
The factor $2\sin(\alpha/2)$ is common to both ends and cancels in the ratio: $r_2/r_1=s_b/s_t$. Therefore
\begin{equation}
C=\frac{\varepsilon}{\alpha}\ln\frac{s_b}{s_t},
\label{eq:gaps}
\end{equation}
with $\alpha$ from (\ref{eq:tan}).

\paragraph{Parallel limit.} Hold $h$ and $s_t$ fixed and let $\alpha\to0$. By (\ref{eq:tan}), $s_b=s_t+2h\tan(\alpha/2)$. For small angles $\tan(\alpha/2)\simeq\alpha/2$ and $\ln(1+y)\simeq y$, so
\begin{equation}
C=\frac{\varepsilon}{\alpha}\ln\left(1+\frac{2h}{s_t}\tan\frac\alpha2\right)
\;\longrightarrow\;\frac{\varepsilon}{\alpha}\,\frac{h\alpha}{s_t}=\frac{\varepsilon h}{s_t},
\end{equation}
which is (\ref{eq:par}). The apparent divergence of $1/\alpha$ is cancelled by the logarithm, because the virtual line recedes to infinity and $r_2/r_1$ tends to one.

\paragraph{What the slices missed.} Dividing (\ref{eq:slice}) by (\ref{eq:gaps}),
\begin{equation}
\frac{C_{\rm slice}}{C}=\frac{\alpha/2}{\tan(\alpha/2)}<1 .
\end{equation}
Two effects compete. The arc is longer than the straight gap by the factor $(\alpha/2)/\sin(\alpha/2)$, which lowers the capacitance of the true field relative to the slices. The sloping wall is longer than its height by $1/\cos(\alpha/2)$, which raises it. The product of $\sin(\alpha/2)/(\alpha/2)$ and $1/\cos(\alpha/2)$ exceeds one, so the wall length wins.

\section{How good is the mean gap?}

Define the mean gap $s_m=(s_t+s_b)/2$ and the relative taper
\begin{equation}
x=\frac{s_b-s_t}{s_b+s_t}.
\end{equation}
Then $s_b=s_m(1+x)$ and $s_t=s_m(1-x)$, and the logarithm becomes
\begin{equation}
\ln\frac{s_b}{s_t}=\ln\frac{1+x}{1-x}=2\,\mathrm{artanh}\,x .
\end{equation}
Also $s_b-s_t=2xs_m$, which with (\ref{eq:tan}) gives $h/s_m=x/\tan(\alpha/2)$. The parallel-plate value with the mean gap is thus $C_m=\varepsilon x/\tan(\alpha/2)$, and
\begin{equation}
\frac{C}{C_m}=\frac{2\,\mathrm{artanh}\,x}{\alpha}\,\frac{\tan(\alpha/2)}{x}
=\frac{\mathrm{artanh}\,x}{x}\cdot\frac{\tan(\alpha/2)}{\alpha/2}.
\label{eq:ratio}
\end{equation}
For small arguments $\mathrm{artanh}\,x=x+x^3/3+\dots$ and $\tan\beta=\beta+\beta^3/3+\dots$. With $\beta=\alpha/2$, the leading corrections are
\begin{equation}
\frac{C}{C_m}\simeq1+\frac{x^2}{3}+\frac{\alpha^2}{12}.
\label{eq:series}
\end{equation}
There is no term linear in the taper: what the narrow half gains, the wide half loses to first order. The term $x^2/3$ arises because the average of $1/s$ exceeds the inverse of the average gap. The term $\alpha^2/12$ is the correction for curved field lines and sloping walls. The mean gap is a good choice when both terms are small.

\section{What happens at the ends}

Real gaps are not closed by arcs that block flux. Inside the wedge, write the true potential as $V\phi/\alpha+u$, where $u$ vanishes on both walls. Separation of variables with $u=R(r)\sin(\nu\phi)$ requires $\nu=n\pi/\alpha$ with integer $n$, and Laplace's equation gives
\begin{equation}
r^2R''+rR'-\nu^2R=0\quad\Rightarrow\quad R=r^{\nu}\ \text{or}\ r^{-\nu}.
\end{equation}
Suppose that the structure is mirror-symmetric about the middle of the gap and that the two lines are at opposite potentials relative to it. Then $u$ is odd about $\phi=\alpha/2$, which leaves the even $n$. The slowest mode has $n=2$. A disturbance entering at the narrow end must decay with increasing $r$, so its leading part is
\begin{equation}
u\propto r^{-2\pi/\alpha}\sin\frac{2\pi\phi}{\alpha}.
\end{equation}
Its field at mid-gap, $-(1/r)\,\partial u/\partial\phi$, varies as $r^{-2\pi/\alpha-1}$. Relative to the undisturbed field $V/(\alpha r)$ it falls as $r^{-2\pi/\alpha}$.

In the parallel limit this becomes familiar. Put $r=r_1+d$ and use $\alpha r_1\to s$:
\begin{equation}
\left(1+\frac{d}{r_1}\right)^{-2\pi/\alpha}\longrightarrow
\exp\left(-\frac{2\pi d}{\alpha r_1}\right)\longrightarrow e^{-2\pi d/s}.
\end{equation}
One gap width into the structure, this mode has fallen to $e^{-2\pi}\approx0.002$ of its value at the end. The middle of a deep gap therefore obeys (\ref{eq:field}).

This does not make the extra charge at the ends small. In a periodic array of lines at alternating potentials, with nearly parallel walls and $h\gg s$, each end contributes an amount that no longer depends on $h$, while the wall term grows as $h/s$. Fringing is thus relatively unimportant for gaps much deeper than they are wide, and a depth of two gap widths is not enough.

The sign of the error can be fixed in one situation. Let the two lines be the only conductors, with permittivity $\varepsilon$ in the sector and any positive permittivity elsewhere. At fixed conductor potentials, the true potential minimizes the field energy. Then
\begin{equation}
\tfrac12C_{\rm true}V^2\;\ge\;W_{\rm sector}[\Phi_{\rm true}]\;\ge\;\tfrac12CV^2 .
\end{equation}
The first inequality drops the non-negative energy outside the sector. The second holds because $V\phi/\alpha$ has the least energy in the sector among all potentials with the given wall values. So (\ref{eq:main}) is a lower bound. The argument also applies to each gap of a periodic array whose lines alternate between $+V/2$ and $-V/2$. It does not apply to the mutual capacitance of two lines when other conductors take up part of their flux.

\section{Numbers for a tapered copper level}

Take copper lines in a porous organosilicate dielectric, with rough typical values: pitch 48 nm, height 50 nm, gaps of 20 nm at the top and 27 nm at the bottom, relative permittivity 2.7 and 0.7 V between neighbours. Such copper lines fill trenches that were etched into the dielectric and are wider at the top. The gap between lines therefore narrows upwards, and the virtual line lies above the metal. From (\ref{eq:tan}) and (\ref{eq:chord}),
\begin{align}
\alpha&=2\arctan\frac{27-20}{2\times50}=0.1398\ \text{rad},\\
r_1&=\frac{20\ \text{nm}}{2\sin(\alpha/2)}=143.2\ \text{nm},\qquad
r_2=\frac{27\ \text{nm}}{2\sin(\alpha/2)}=193.3\ \text{nm}.
\end{align}
The angle is 8.0 degrees, so each wall stands at 86 degrees to the horizontal. With $\varepsilon=23.91$ aF/$\mu$m,
\begin{equation}
C=\frac{23.91}{0.1398}\times0.3001\ \text{aF}/\mu\text{m}=51.3\ \text{aF}/\mu\text{m}
=0.513\ \text{pF/cm}.
\end{equation}
A finite-element solution of this closed sector agrees to the digits given. At 0.7 V each wall of this closed sector carries about 224 elementary charges per micrometre. In the open array of lines without other metal, extra charge near the corners raises this to about 246.

Now the opening question can be answered, with height and both end gaps held fixed. The top gap gives a value 16\% above the wedge result. The mean gap gives 50.9 aF/$\mu$m, which the wedge result exceeds by 0.91\%. Equation (\ref{eq:series}) accounts for this: $x=7/47=0.149$, so $x^2/3=0.0074$ and $\alpha^2/12=0.0016$, together 0.90\%. Horizontal slices are low by only 0.16\%. For this shape the mean gap is sufficient for the capacitance of the closed sector.

The wedge formula gives a wall field $V/(\alpha r)$ of 0.35 MV/cm at the top and 0.26 MV/cm at the bottom. In the real lines the corners raise the wall field near both ends above these values, so the formula describes the wall field only away from the corners. At mid-gap and mid-height the wedge formula gives 0.2984 MV/cm. A finite-element calculation of the full periodic array of trapezoidal lines, at alternating potentials and with open surroundings, gives 0.2981 MV/cm. The decay law was tested in the same array, using the deviations from the wedge field at mid-gap, 8 and 14 nm below the top. The fitted exponent of the absolute disturbance is 44.5, against $2\pi/\alpha+1=46.0$. The two differ by 3\%. An exact match is not expected, because faster-decaying modes and the disturbance from the other end also enter the fit, and the mesh adds a small error.

\section{The same lines in their surroundings}

The full array without other metal has 76.9 aF/$\mu$m per gap. This is 50\% above the wedge value, in accord with the lower bound. The excess comprises flux from the ends of the gap and from the top and bottom faces, including flux to more distant lines of opposite potential. Beside it, the 0.9\% correction for tilt is negligible. The field in the middle of the gap is right to about 0.1\%, yet the capacitance is far too low.

Metal levels above and below change the balance. Represent them by grounded planes 50 nm from the lines. If all lines are at potential $U$, the charge on each is $Q_{\rm s}=C_gU$, where $C_g$ is the capacitance to both planes. If the lines alternate between $U$ and $-U$, the voltage to each odd neighbour is $2U$, and there are odd neighbours on two sides:
\begin{equation}
Q_{\rm a}=C_gU+2C_c(2U)\quad\Rightarrow\quad
C_c=\frac{Q_{\rm a}-Q_{\rm s}}{4U}.
\end{equation}
Here $C_c$ is the coupling summed over the odd neighbours on one side. The calculation gives $C_c=66.0$ aF/$\mu$m, which is 28.5\% above the wedge value, and $C_g=44.2$ aF/$\mu$m. The mesh leaves an uncertainty of about 0.1 aF/$\mu$m in the coupling values of this section. The planes have taken up part of the flux that ran between the lines. With neighbours and planes grounded, one line has a capacitance of at least $44.2+2\times66.0=176$ aF/$\mu$m. Its two wedge terms, 103 aF/$\mu$m, are at most about 58\% of that.

Real dielectric stacks are not uniform either. A cap layer 10 nm thick with relative permittivity 5, placed directly on the lines and the gaps between them, raises $C_c$ by a further 12\% to 73.6 aF/$\mu$m. Plasma damage can raise the permittivity near the walls. For a layer of thickness $t$ and relative permittivity $k_d$ on each wall, with $k$ in between, a slice is a series connection, and $k/s$ is replaced by
\begin{equation}
\left(\frac{2t}{k_d}+\frac{s-2t}{k}\right)^{-1}.
\end{equation}
With $t=2$ nm and $k_d=4$, the sidewall capacitance rises by 6.0\% over that of the undamaged slices.

These dimensions and permittivities are plausible for a dense copper level, but they are round figures. The solid planes stand in for levels that are really made of separate lines, and the corners are taken as sharp. Of the departures from (\ref{eq:main}) computed here, the open ends matter most: they move the coupling by 28.5\% with planes and 50\% without. The assumption of a linear dielectric is under less strain. Taking 5 MV/cm as a rough breakdown strength, the wedge field at the top of the wall is lower by a factor of 14. In the array without planes, the vertical field component averaged over the first 2 nm straight above a sharp top corner is 0.44 MV/cm. The mean field strength there, with the horizontal component included, is about 0.54 MV/cm, lower than breakdown by a factor of about 9. This is an average, not the peak field at the corner, and such a margin says nothing about lifetime under prolonged stress.

For lines of this shape, then, the parallel-plate formula with the mean gap serves for the closed-sector term, and further effort belongs to the ends, the neighbouring metal, the cap, any damaged layer and the measurement of the gap itself. In the array without planes, making both end gaps 1 nm narrower at fixed pitch raises the capacitance by 4.0\%. When $x^2/3$ is no longer small compared with the accuracy wanted, the logarithm is needed, and horizontal slices already supply it. The wedge formula improves on the slices by about $\alpha^2/12$. Since $\alpha/2\simeq xs_m/h$ for small angles, this is appreciable only when the gap is not much deeper than it is wide, and then open ends matter too. For an array with gaps of 10 and 40 nm, height 50 nm and pitch 60 nm, the improvement is 2.9\%, while the open ends add 55\% to the wedge value. The wedge formula also gives the field along the wall away from the corners: in the example without planes, to within about 3\% at points at least 10 nm from either end. The numerical output lists most of the values quoted here. Its corner field of 0.44 MV/cm, and the factor of 11 derived from it, refer to the vertical component alone.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pitch 48 nm, line height 50 nm
gap at top 20 nm, at bottom 27 nm, mean 23.5 nm
relative permittivity 2.7, voltage 0.7 V
permittivity eps = 23.906 aF/um
alpha = 0.13977 rad = 8.008 degrees
sidewall angle from horizontal = 86.00 degrees
r1 = 143.21 nm, r2 = 193.33 nm, r2 - r1 = 50.122 nm
ln(r2/r1) = 0.30010
wedge capacitance = 51.33 aF/um = 0.5133 pF/cm
same sector by finite elements = 51.33 aF/um
60-degree sector, r2/r1 = 3: C/eps formula 1.04910
60-degree sector: C/eps finite elements 1.04915
parallel plates, mean gap = 50.86 aF/um
wedge above mean-gap value by 0.91 %
series estimate of that excess = 0.90 %
parallel plates, top gap = 59.77 aF/um
top-gap value above wedge by 16.4 %
horizontal slices = 51.25 aF/um
slices relative to wedge = -0.163 %
charge on one sidewall = 224 elementary charges per um
wall field at top = 0.350 MV/cm
wall field at bottom = 0.259 MV/cm
mid-gap field at mid-height, wedge = 0.2984 MV/cm
same field, full line array = 0.2981 MV/cm
end-disturbance exponent, theory = 46.0
end-disturbance exponent, finite elements = 44.5
full array without planes = 76.9 aF/um per gap
fringing adds 49.9 % to wedge value
change on halving the mesh step = 0.07 %
metal planes at 50 nm above and below:
  coupling per side = 66.0 aF/um
  coupling relative to wedge = +28.5 %
  line to both planes = 44.2 aF/um
cap layer 10 nm, relative permittivity 5, with planes:
  coupling per side = 73.6 aF/um
  change from cap = +11.6 %
  line to both planes = 46.6 aF/um
damaged layer 2 nm per wall, permittivity 4:
  sidewall capacitance rises by 6.0 %
mean field in first 2 nm above sharp corner = 0.44 MV/cm
rough breakdown strength = 5 MV/cm
breakdown / top wall field = 14
breakdown / corner mean field = 11
\end{verbatim}
